Raman-Nath and Bragg diffraction of atoms from a standing light wave

**Question**

I have an exercise on a beam of two-level atoms crossing a standing light wave, with the laser tuned well away from resonance. I must find the probabilities of the possible momenta along the wave after the atoms leave the light, first for a short strong pulse and then for a long weak one.

I can see that an atom may take a photon from one travelling wave and give it to the other, which changes its momentum by 2ħk. But the light and the atom are the same in both parts of the exercise. Why should a short pulse produce many diffraction orders and a long one only two? I was told to drop the kinetic energy in the first part, yet the atom plainly gains kinetic energy. When is that allowed, and what replaces it in the second part?

**Answer**

Both parts follow from one set of equations. What differs is whether the pulse lasts long enough for the kinetic energies of the orders to matter, and whether the light is weak enough for those energies to select the orders. Two orders alone appear when both hold and the atom enters at a Bragg momentum. I treat the lowest case, a momentum near ±ħk; entry near ±2ħk also gives an oscillation between two orders, but a much slower one in weak light. I use atomic units in the algebra, so ħ = 1. Numbers are in eV and angstrom, with times in ħ/eV.

**From the light to a potential**

Let M be the atomic mass, p the momentum operator along the wave, Ω0 the peak Rabi frequency and Δ = ω_laser − ω_atom the detuning. In the frame rotating with the laser, and in the rotating-wave approximation (Ω0 and |Δ| far below the laser frequency), the ground and excited amplitudes obey

i ∂c_g/∂t = (p²/2M) c_g + (Ω0/2) cos(kx) c_e

i ∂c_e/∂t = (p²/2M − Δ) c_e + (Ω0/2) cos(kx) c_g.

Take |Δ| much larger than Ω0, the linewidth Γ and the kinetic energies, and let the light switch on smoothly over a time long compared with 1/|Δ|. Then c_e follows c_g, and in the second equation the time derivative and the kinetic term are small beside Δc_e. What remains is

0 ≈ −Δ c_e + (Ω0/2) cos(kx) c_g, so c_e ≈ Ω0 cos(kx) c_g/(2Δ).

Put this into the first equation. The ground-state atom moves in the potential

V(x) = V0 cos²(kx), V0 = Ω0²/(4Δ).

For red detuning, Δ < 0, V0 is negative and the atom is drawn to the antinodes. I take the light strength as constant during the pulse of length t.

**The ladder of momenta**

Let the atom enter with momentum qk, in a packet spanning many periods of the light, so that its momentum spread is small and the orders are resolved. Write

cos²(kx) = 1/2 + (e^{2ikx} + e^{−2ikx})/4.

The exponentials change the momentum by ±2k, so the wave function is a sum of c_n exp[i(q+2n)kx]. With the recoil energy E_r = k²/2M,

i dc_n/dt = [E_r(q+2n)² + V0/2] c_n + (V0/4)(c_{n+1} + c_{n−1}).

Since (q+2n)² = q² + 4(n²+qn), the part E_r q² + V0/2 is common to all orders. Remove it with c_n = exp[−i(E_r q² + V0/2)t] b_n, which leaves the populations P_n = |b_n|² unchanged:

i db_n/dt = 4E_r(n²+qn) b_n + (V0/4)(b_{n+1} + b_{n−1}). (1)

**Short strong pulse: the Raman-Nath limit**

Drop the first term of (1). The position-dependent part of the potential, (V0/2) cos 2kx, then just multiplies the wave function by a phase factor. With φ = 2kx and θ = V0t/2 this factor is

f(φ) = exp(−iθ cos φ).

The Bessel functions are the Fourier coefficients in exp(iθ sin τ) = Σ J_n(θ) e^{inτ}. Set τ = φ − π/2, so that sin τ = −cos φ and e^{−inπ/2} = (−i)^n:

exp(−iθ cos φ) = Σ (−i)^n J_n(θ) e^{inφ}.

Since e^{inφ} = e^{2inkx}, the coefficient is b_n, and

P_n = J_n(θ)².

The light has acted as a thin phase grating. The mean of n² is the average of |df/dφ|² = θ² sin²φ over φ, which is θ²/2. For q = 0 the momentum is 2nk, so its rms value is 2k|θ|/√2 = √2 k|θ|.

**When may the kinetic term be dropped?**

Let d be the difference between the exact b and the Raman-Nath one. It starts at zero, evolves unitarily, and is fed by the dropped term acting on the Raman-Nath state. Its norm therefore grows no faster than the norm of that source:

‖d(t)‖ ≤ ∫₀ᵗ 4E_r ‖(n²+qn) b_RN(s)‖ ds.

At time s the phase strength is θ_s = θs/t. We already have ‖n b_RN‖ = |θ_s|/√2. For n² take two derivatives:

f″ = (iθ_s cos φ − θ_s² sin²φ) f.

The averages of cos²φ and sin⁴φ are 1/2 and 3/8, so

‖n² b_RN‖ = √(θ_s²/2 + 3θ_s⁴/8) ≤ |θ_s|/√2 + √(3/8) θ_s².

The time integrals of |θ_s| and θ_s² are |θ|t/2 and θ²t/3. Hence

‖d‖ ≤ E_r t [√2 |θ|(1+|q|) + √(2/3) θ²]. (2)

It is sufficient that the right side be small. So the kinetic energy need not be zero: it is enough that the kinetic phases accumulated between the populated orders are small. The common phase E_r q² t was removed in (1) and may be large.

There is also a classical picture. The largest force is |V0|k, which moves an atom from rest by |V0|kt²/2M. In units of 1/k this is |V0|E_r t² = 2|θ|E_r t, and it must be small. For |θ| well above 1 the θ² term in (2) asks for more than this, because a small displacement can still change a large phase noticeably. That stricter demand concerns the amplitudes. For q = 0, θ = 50 and a displacement of 0.05/k the norm error is about 0.9, yet the population errors summed over the orders are below 0.01.

The populations do better than (2) suggests. Put b_n = (−i)^n a_n into (1) and divide by i(−i)^n:

da_n/dt = −4iE_r(n²+qn) a_n + (V0/4)(a_{n−1} − a_{n+1}).

Complex conjugation has the same effect as changing the sign of E_r, and the initial a_n are real. So |a_n|² is even in E_r. At fixed θ and q, the populations are first corrected at order (E_r t)², while the amplitudes are corrected at order E_r t.

**Numbers for the short pulse**

I take round model parameters: photon energy 2 eV, atomic rest energy Mc² = 2×10¹⁰ eV, Δ = 4×10⁻⁵ eV and Γ = 4×10⁻⁸ eV. With ħ and c restored,

E_r = (ħck)²/(2Mc²) = 2²/(4×10¹⁰) = 10⁻¹⁰ eV.

The potential has a period π/k of about 3100 angstrom. For Ω0 = 4×10⁻⁶ eV,

V0 = (4×10⁻⁶)²/(4 × 4×10⁻⁵) = 10⁻⁷ eV.

To get θ = 2 we need t = 2θ/V0 = 4×10⁷ ħ/eV, or 0.026 microseconds. The populations are

P_0 = 0.050, P_±1 = 0.333, P_±2 = 0.124, P_±3 = 0.017.

The undeflected order is weak because θ = 2 lies near a zero of J_0.

Here E_r t = 0.004, and for q = 0 the bound (2) is 0.004 × (2.83 + 3.27) = 0.024. Solving the Schrödinger equation on a position grid, with kinetic energy kept, gives a norm error of 0.017. The population errors, summed over the orders, are only 0.00008, in line with the even dependence on E_r. An atom starting on the steepest slope moves about 16 angstrom, far less than a period.

A calculation that keeps the excited state and switches the light suddenly gives P_0 = 0.051 and leaves 0.002 in the excited state. Its difference from the grid result stays within the limit set by the sudden edges and the next term of the light shift.

Now make the pulse ten times longer, still with q = 0. The Bessel law predicts an rms momentum of √2 × 20k = 28.3k, which energy conservation forbids. The atom starts with zero kinetic energy and mean potential energy V0/2. For V0 > 0 the potential is never negative, so the mean kinetic energy cannot exceed V0/2:

E_r (p_rms/k)² ≤ V0/2, so p_rms ≤ k√(V0/2E_r) = 22.4k.

The grid calculation gives 18.35k. The atoms have had time to move in the potential, and the thin-grating picture has failed.

**Long weak pulse: the Bragg limit**

Now the kinetic energies select the orders. Let the atom enter with q = −1. The energies E_r(2n−1)² are E_r for n = 0 and n = 1, the momenta −k and +k. Their neighbours, −3k and +3k, have 9E_r. The coupling is g = V0/4, and if

|g| ≪ 8E_r, that is |V0| ≪ 32E_r,

the neighbours are hardly populated. Without the common energy, the pair obeys

i dc_0/dt = g c_1, i dc_1/dt = g c_0.

With c_0 = 1 and c_1 = 0 at the start, the solution is c_0 = cos gt, c_1 = −i sin gt. Therefore

P(+k) = sin²(V0t/4), P(−k) = cos²(V0t/4).

This is the Pendelloesung oscillation: the population swings between the two momenta with period 4π/|V0|. Full transfer reflects the atom's motion along the wave at no cost in kinetic energy.

**Missing the Bragg condition**

For q = −1+δ with |δ| ≪ 1, the pair is split by

D = E_r[(1+δ)² − (−1+δ)²] = 4δE_r.

Set W = V0/2 and measure energy from the middle of the pair. The matrix H has diagonal elements −D/2 and D/2 and off-diagonal elements W/2. Its square is R²/4 times the unit matrix, with R² = W² + D². The exponential series then sums to

exp(−iHt) = cos(Rt/2) − i(2H/R) sin(Rt/2),

and its off-diagonal element gives

P(+k) = (W²/R²) sin²(Rt/2).

The peak falls to one half when |D| = |W|, or |δ| = |V0|/8E_r. The momentum spread of the beam, in units of k, must be well below this for nearly all atoms to be transferred.

**What the two-state model leaves out**

Let ε = g/8E_r. The state −3k lies 8E_r above the pair and is fed by c_0:

c_{−1} = −ig ∫₀ᵗ exp[−8iE_r(t−s)] cos(gs) ds ≈ −ε[cos gt − exp(−8iE_r t)].

The last step is an integration by parts, in which the remaining integral is smaller by a factor of order ε. In the same way +3k is fed by c_1, which starts at zero, so c_2 ≈ −εc_1 = iε sin gt. The population outside the pair is

ε²[cos²gt − 2 cos gt cos 8E_r t + 1 + sin²gt] = ε²[2 − 2 cos gt cos 8E_r t],

which is at most 4ε².

This also answers your question about the number of orders. For t ≪ 1/8E_r the bracket is close to (8E_r t)², so the leakage is g²t² = θ²/4. The wanted transfer sin²gt is then also θ²/4, and both agree with J_1(θ)² at small θ. A short pulse cannot tell −3k from +k. The two-state selection appears when the pulse is long enough to resolve the energy difference 8E_r and the light is weak enough not to bridge it.

The outer states also shift the oscillation frequency slightly. The combinations (|+k⟩ ± |−k⟩)/√2 have energies E_r ± g, and each couples with strength g to the matching combination of ±3k near 9E_r. This lowers them by

g²/(8E_r ∓ g) ≈ (g²/8E_r)(1 ± g/8E_r).

The upper one is lowered more, and the splitting becomes 2g(1−ε²) to this order. The phase gt is then wrong by gtε², so the simple formula fails after very many oscillations even when ε is small.

**Numbers for the long pulse**

Keep the atom and the detuning, but reduce Ω0 to 1.265×10⁻⁷ eV. Then V0 = 10⁻¹⁰ eV = E_r, and ε = 1/32 = 0.031. Full transfer takes

t = 2π/V0 = 6.28×10¹⁰ ħ/eV,

or 41 microseconds. At half this time the formula gives P(+k) = 0.500 and the grid calculation 0.498. At the full time they give 1 and 0.998. The missing 0.002 is the leakage: with cos gt = 0 it is 2ε² = 0.0020, while the population left in −k is only of order ε⁴ (about 6.6ε⁴ here), from the phase error together with a small amplitude returning from the outer states. Halving V0 reduces the worst error over a period from 0.0026 to 0.0006, as expected for an error proportional to ε².

The half-maximum mismatch is |δ| = 1/8, an error of 0.125k in the entrance momentum. The formula then gives a peak of 0.500 and the grid 0.498.

**Spontaneous emission**

All this assumes that the atom rarely scatters a photon into other directions. For smooth switching the excited population is Ω0² cos²(kx)/(4Δ²). If the mean of cos² is 1/2, this equals Ω0²/(8Δ²) = V0/(2Δ), and the expected number of scattered photons is

N = Γt V0/(2Δ) = Γθ/Δ,

which is positive because V0 and Δ have the same sign.

The mean is 1/2 in the Raman-Nath limit because a phase factor leaves the density uniform. In the Bragg pair the density is proportional to 1 + sin(2gt) sin(2kx), which has no overlap with cos 2kx, so the mean is again 1/2. For V0 > 0 the leakage lowers it a little (for V0 < 0 the same balance raises it): a mean leaked population of 2ε² costs a kinetic energy of 16ε²E_r, which must come from the potential energy V0⟨cos²⟩. With V0 = 32εE_r, ⟨cos²⟩ falls by ε/2 to 0.484, the value found numerically.

For the short pulse N = 4×10⁻⁸ × 2/(4×10⁻⁵) = 0.002 with smooth edges; sudden edges add transient excitation that also decays and raise the total to about 0.004. For full Bragg transfer θ = π, and N = 0.003. The weak pulse lasts far longer, but N depends on the product V0t, so the two losses are similar. At fixed θ, a larger detuning reduces both; keeping V0 and t the same then requires Ω0² to grow in proportion to Δ.

The numerical output below gives the remaining digits and comparisons.

Computed values

```
photon energy                      2.0 eV
atomic rest energy                 2.0e+10 eV
detuning                           4.0e-05 eV
linewidth                          4.0e-08 eV
hbar c                             1973.270 eV angstrom
wavenumber k                       1.0135e-03 1/angstrom
period of the potential            3099.6 angstrom
recoil energy                      1.000e-10 eV
RAMAN-NATH PULSE
depth V0                           1.0e-07 eV
peak Rabi frequency                4.00e-06 eV
pulse area theta                   2.0
duration                           4.00e+07 hbar/eV
duration, converted                0.0263 microsec
recoil energy times duration       0.0040
order 0: Bessel, grid, full atom   0.0501 0.0501 0.0510
order 1: Bessel, grid, full atom   0.3326 0.3326 0.3324
order 2: Bessel, grid, full atom   0.1245 0.1245 0.1235
order 3: Bessel, grid, full atom   0.0166 0.0166 0.0163
order 4: Bessel, grid, full atom   0.0012 0.0012 0.0011
excited population, sudden edges   0.00211
norm error, bound (q=0)            0.0173 0.0244
norm error, bound (q=5)            0.0591 0.0809
summed population error (q=0)      0.00008
rms momentum, Bessel law           2.828 k
displacement, formula              15.79 angstrom
displacement, classical path       15.79 angstrom
scattered photons, formula         0.00200
scattered photons, dressed state   0.00199
10x longer: rms by Bessel law      28.28 k
10x longer: rms on grid            18.35 k
energy cap on rms momentum         22.36 k
BRAGG PULSE
depth V0                           1.0e-10 eV
peak Rabi frequency                1.265e-07 eV
small parameter eps                0.03125
Pendelloesung period               1.2566e+11 hbar/eV
full-transfer time                 6.2832e+10 hbar/eV
full-transfer time, converted      41.36 microsec
P(+k) at 0.25 of it: formula, grid 0.1464 0.1459
P(+k) at 0.50 of it: formula, grid 0.5000 0.4983
P(+k) at 0.75 of it: formula, grid 0.8536 0.8511
P(+k) at 1.00 of it: formula, grid 1.0000 0.9981
P(+k) at full transfer, full atom  0.9981
largest leakage, grid of times     0.00390
largest leakage, formula           0.00390
worst error over a period          0.00257
same with half the depth           0.00064
level splitting, diagonalized      4.995123e-11 eV
level splitting, formula           4.995117e-11 eV
half-maximum mismatch              0.1250 k
peak P(+k) there: formula, grid    0.5000 0.4976
time-averaged mean of cos^2        0.4843
scattered photons, formula         0.00314
```
